# A Causal CPA Iteration for a Binary Tight-Binding Alloy

For a binary alloy with site levels \(\varepsilon_A\), \(\varepsilon_B\) and concentration \(x\) of B, the self-energy \(\Sigma\) of the single-site coherent potential approximation (CPA) at \(z=E+i\eta\), \(\eta>0\), is found by repeating

\[
\Sigma\leftarrow(1-\alpha)\Sigma+\alpha\,\Phi(\Sigma),\qquad
\Phi(\Sigma)=\bar\varepsilon+\frac{v^2}{1/F+\Sigma-\tilde\varepsilon},\qquad F=G_0(z-\Sigma),
\]

from \(\Sigma=\bar\varepsilon\). Here

\[
\bar\varepsilon=(1-x)\varepsilon_A+x\varepsilon_B,\quad
\tilde\varepsilon=x\varepsilon_A+(1-x)\varepsilon_B,\quad
v^2=x(1-x)\delta^2,\quad \delta=\varepsilon_B-\varepsilon_A .
\]

For every \(0<\alpha\le1\) the iteration converges to the one causal solution. Every iterate after the start has \(\mathrm{Im}\,\Sigma<0\) and gives spectral weight one. Damping, \(\alpha<1\), is not needed for convergence; it changes the rate.

## The model and the condition to be solved

The lattice is infinite and simple cubic, with one orbital per site and hopping \(-t\) between nearest neighbours. Levels are drawn independently, with \(0<x<1\) and \(\delta\neq0\). \(G_0(w)\) is the site-diagonal Green function of the clean lattice with level zero. Short-range order, hopping disorder, lattice relaxation and electron interaction are left out. In an alloy conductor, \(\mathrm{Im}\,\Sigma\) measures how disorder damps Bloch states; a resistivity would need a further calculation.

CPA replaces the alloy by a medium with the same complex level \(\Sigma\) on every site, so its local Green function is \(F=G_0(z-\Sigma)\). Put one real atom \(a\) into this medium. The perturbation acts on one site, and the Dyson equation there reads \(F_a=F+F(\varepsilon_a-\Sigma)F_a\). Hence

\[
F_a=\frac{F}{1-(\varepsilon_a-\Sigma)F}=F+F\,t_aF,\qquad
t_a=\frac{\varepsilon_a-\Sigma}{1-(\varepsilon_a-\Sigma)F}.
\]

The medium is chosen so that the atom causes no scattering on average: \(\langle t_a\rangle=0\), or equally \(\langle F_a\rangle=F\).

## The naive iteration and its fault

Write \(a=\varepsilon_A-\Sigma\), \(b=\varepsilon_B-\Sigma\), and multiply \(\langle t_a\rangle=0\) by both denominators:

\[
(1-x)a(1-bF)+xb(1-aF)=(\bar\varepsilon-\Sigma)-abF=0 .
\]

This suggests iterating

\[
\Sigma\leftarrow\bar\varepsilon-(\varepsilon_A-\Sigma)F(\varepsilon_B-\Sigma).
\]

At the start, \(\varepsilon_A-\bar\varepsilon=-x\delta\) and \(\varepsilon_B-\bar\varepsilon=(1-x)\delta\). Their product is \(-v^2\), so the first step gives \(\bar\varepsilon+s\) with \(s=v^2F\). This is causal because \(\mathrm{Im}\,F<0\). In the second step the product is

\[
(-x\delta-s)\big((1-x)\delta-s\big)=-v^2-(1-2x)\delta\,s+s^2 ,
\]

and with the new Green function \(F'\),

\[
\Sigma_2=\bar\varepsilon+\big[v^2+(1-2x)\delta\,s-s^2\big]F' .
\]

The terms \(sF'\) and \(s^2F'\) are products of two and three Green functions. Each factor has a negative imaginary part, but phases add in a product, and the sign of its imaginary part is not fixed.

Take \(t=0.5\) eV, \(\varepsilon_A=0\), \(\varepsilon_B=3\) eV, \(x=0.2\) and \(\eta=0.1\) eV. The largest \(\mathrm{Im}\,\Sigma\) on the energy grid is negative after step one and \(+0.735\) eV after step two. This exceeds \(\eta\), so \(z-\Sigma\) enters the lower half-plane, where \(G_0\) has a positive imaginary part and the density of states comes out negative. \(F\) also jumps where \(z-\Sigma\) crosses the real band. The integrated weight is then 0.36 instead of 1.

The equation is right at its solution; the fault lies in using a polynomial in Green functions as an update. An inverse is safer: if \(\mathrm{Im}\,C>0\), then \(\mathrm{Im}(1/C)<0\). The update should therefore be built from an inverse.

## Holding the surroundings fixed

The Green function of the real atom can be written

\[
\frac1{F_a}=\frac1F+\Sigma-\varepsilon_a=C-\varepsilon_a,\qquad C=\frac1F+\Sigma .
\]

\(C\) contains the surroundings of the site but not its own level. Hold \(C\) fixed, average over the two atoms, and ask which \(\Sigma_{\rm new}\) on that site reproduces the average:

\[
\bar F=\frac{1-x}{C-\varepsilon_A}+\frac{x}{C-\varepsilon_B}
=\frac{C-\tilde\varepsilon}{(C-\varepsilon_A)(C-\varepsilon_B)}=\frac1{C-\Sigma_{\rm new}} .
\]

The concentrations are interchanged in \(\tilde\varepsilon\) because each weight multiplies the other atom's denominator. Solving, with \(\varepsilon_A+\varepsilon_B-\tilde\varepsilon=\bar\varepsilon\),

\[
\Sigma_{\rm new}=C-\frac1{\bar F}
=\frac{C\bar\varepsilon-\varepsilon_A\varepsilon_B}{C-\tilde\varepsilon}
=\bar\varepsilon+\frac{\bar\varepsilon\tilde\varepsilon-\varepsilon_A\varepsilon_B}{C-\tilde\varepsilon}.
\]

The numerator follows by multiplying out:

\[
\bar\varepsilon\tilde\varepsilon-\varepsilon_A\varepsilon_B
=x(1-x)(\varepsilon_A^2+\varepsilon_B^2)+\big[(1-x)^2+x^2-1\big]\varepsilon_A\varepsilon_B=v^2,
\]

since the bracket is \(-2x(1-x)\). This is \(\Phi\).

Its fixed points are the CPA solutions. From \(\bar F=F+F\langle t\rangle F\),

\[
\frac1{\bar F}=\frac1{F(1+\langle t\rangle F)}=\frac1F-\frac{\langle t\rangle}{1+\langle t\rangle F},
\qquad
\Phi(\Sigma)=\Sigma+\frac{\langle t\rangle}{1+\langle t\rangle F},
\]

so \(\Phi(\Sigma)=\Sigma\) means \(\langle t\rangle=0\).

Three limits show what the update contains.

- **Weak disorder.** At \(\Sigma=\bar\varepsilon\), \(\bar\varepsilon-\tilde\varepsilon=-(1-2x)\delta\), and the first undamped step gives \(\bar\varepsilon+v^2F/[1-(1-2x)\delta F]\). For \(|\delta F|\ll1\) this is \(\bar\varepsilon+v^2F\), the second-order result.
- **Few B atoms.** To first order in \(x\), the same expression is \(\varepsilon_A+x\delta+x\delta^2F/(1-\delta F)=\varepsilon_A+x\delta/(1-\delta F)\); the term added to \(\varepsilon_A\) is \(x\) times the full scattering matrix of one impurity.
- **No hopping.** Then \(F=1/(z-\Sigma)\) and \(C=z\), so one undamped step gives the solution \(\bar\varepsilon+v^2/(z-\tilde\varepsilon)\). The self-energy has a pole between the two levels.

## Why every iterate is causal

Separate one site of the clean lattice from the rest. Let \(H'\) be the Hamiltonian of the rest and \(u\) the vector of hoppings from the site to it. The equations for the Green function are

\[
wG_{00}-\sum_j u_j^*G_{j0}=1,\qquad \big[(w-H')G\big]_{j0}=u_jG_{00}.
\]

Eliminating \(G_{j0}\) gives \(G_0(w)=1/[w-\Delta(w)]\), with

\[
\Delta(w)=\langle u|(w-H')^{-1}|u\rangle=\int\frac{d\mu(y)}{w-y}.
\]

The measure \(\mu\) is positive because it weights the eigenstates of \(H'\) by their squared overlaps with \(u\). Its mass is \(m_2=\langle u|u\rangle=6t^2\). For \(\mathrm{Im}\,w>0\),

\[
\mathrm{Im}\,\Delta(w)=-\mathrm{Im}\,w\int\frac{d\mu(y)}{|w-y|^2}<0,\qquad |\Delta(w)|\le\frac{m_2}{\mathrm{Im}\,w}.
\]

Now set \(w=z-\Sigma\) with \(\mathrm{Im}\,\Sigma\le0\), so \(\mathrm{Im}\,w=\eta+|\mathrm{Im}\,\Sigma|\). Then \(1/F=w-\Delta(w)\) and

\[
C=z-\Delta(w),\qquad \mathrm{Im}\,C=\eta+|\mathrm{Im}\,\Delta|\ge\eta .
\]

It follows that

\[
\mathrm{Im}\,\Phi=-\frac{v^2\,\mathrm{Im}\,C}{|C-\tilde\varepsilon|^2}<0,\qquad |\mathrm{Im}\,\Phi|\le\frac{v^2}{\mathrm{Im}\,C}\le\frac{v^2}{\eta}.
\]

A mixture of \(\Sigma\) and \(\Phi\) with weights \(1-\alpha\) and \(\alpha\) keeps the sign and the bound. The denominators of \(t_a\) cannot vanish either, because \(1-(\varepsilon_a-\Sigma)F=F(C-\varepsilon_a)\).

## Why the iteration converges

Ordinary distance need not shrink at each step. A distance suited to the half-plane does:

\[
d(a,b)=\frac{|a-b|}{\sqrt{\mathrm{Im}\,a\;\mathrm{Im}\,b}} .
\]

Take two causal self-energies \(\Sigma_1,\Sigma_2\) and label the derived quantities likewise. Subtracting the integrals for \(\Delta\) and using the Cauchy–Schwarz inequality,

\[
|\Delta_1-\Delta_2|^2=|w_1-w_2|^2\left|\int\!\frac{d\mu}{(w_1-y)(w_2-y)}\right|^2
\le|w_1-w_2|^2\,\frac{|\mathrm{Im}\,\Delta_1|\,|\mathrm{Im}\,\Delta_2|}{\mathrm{Im}\,w_1\,\mathrm{Im}\,w_2}.
\]

For the inverse,

\[
|\Phi_1-\Phi_2|=\frac{v^2|C_1-C_2|}{|C_1-\tilde\varepsilon||C_2-\tilde\varepsilon|} .
\]

On division by \(\sqrt{\mathrm{Im}\,\Phi_1\mathrm{Im}\,\Phi_2}\), the factors \(|C_i-\tilde\varepsilon|\) and \(v^2\) cancel:

\[
d(\Phi_1,\Phi_2)=\frac{|C_1-C_2|}{\sqrt{\mathrm{Im}\,C_1\,\mathrm{Im}\,C_2}} .
\]

Since \(|C_1-C_2|=|\Delta_1-\Delta_2|\) and \(|w_1-w_2|=|\Sigma_1-\Sigma_2|\),

\[
d(\Phi_1,\Phi_2)\le d(\Sigma_1,\Sigma_2)\prod_{i=1,2}\sqrt{\frac{|\mathrm{Im}\,\Delta_i|}{\eta+|\mathrm{Im}\,\Delta_i|}\;\frac{|\mathrm{Im}\,\Sigma_i|}{\eta+|\mathrm{Im}\,\Sigma_i|}} .
\]

Each fraction grows with its argument. With \(|\mathrm{Im}\,\Delta|\le m_2/\eta\) and \(|\mathrm{Im}\,\Sigma|\le v^2/\eta\), the product is at most

\[
q=\frac{m_2\,v^2}{(\eta^2+m_2)(\eta^2+v^2)}<1 .
\]

For the damped step let \(A_i=|\mathrm{Im}\,\Sigma_i|\), \(B_i=|\mathrm{Im}\,\Phi_i|\) and \(A_i'=(1-\alpha)A_i+\alpha B_i\). The new separation is at most \(d(\Sigma_1,\Sigma_2)\) times \((1-\alpha)\sqrt{A_1A_2}+\alpha q\sqrt{B_1B_2}\). A second Cauchy–Schwarz inequality gives \((1-\alpha)\sqrt{A_1A_2}+\alpha\sqrt{B_1B_2}\le\sqrt{A_1'A_2'}\). Therefore

\[
d(\Sigma_1',\Sigma_2')\le d(\Sigma_1,\Sigma_2)\left[1-\alpha(1-q)\sqrt{\frac{B_1B_2}{A_1'A_2'}}\right].
\]

The square root has a positive lower bound. Indeed \(|C-\tilde\varepsilon|\le M=|z-\tilde\varepsilon|+m_2/\eta\) gives \(B_i\ge v^2\eta/M^2\), while \(A_i'\le v^2/\eta\). The bracket is at most \(1-\alpha(1-q)\eta^2/M^2<1\).

Apply this to consecutive iterates, beginning after the first step, when \(\mathrm{Im}\,\Sigma\) is strictly negative. Their distance \(d\) falls at least geometrically, and so does \(|\Sigma_{n+1}-\Sigma_n|\le(v^2/\eta)\,d\). The sequence has a limit, which by continuity is a fixed point. Two causal fixed points would satisfy \(d\le q\,d\), hence \(d=0\), so the solution is unique.

As \(\eta\to0\), \(q\to1\), and the argument gives no uniform rate on the real axis.

## What damping does

Near the solution let \(\lambda=\Phi'(\Sigma)\). One step multiplies a small error by \(1-\alpha+\alpha\lambda\). Letting \(\Sigma_2\to\Sigma_1\) at the fixed point, where \(\Phi\) and \(\Sigma\) have equal imaginary parts, turns the contraction inequality into

\[
|\lambda|\le\frac{|\mathrm{Im}\,\Delta|}{\eta+|\mathrm{Im}\,\Delta|}\;\frac{|\mathrm{Im}\,\Sigma|}{\eta+|\mathrm{Im}\,\Sigma|}.
\]

Minimizing \(|1-\alpha(1-\lambda)|^2=1-2\alpha\,\mathrm{Re}(1-\lambda)+\alpha^2|1-\lambda|^2\) over real \(\alpha\) gives

\[
\alpha_{\rm best}=\frac{\mathrm{Re}(1-\lambda)}{|1-\lambda|^2}.
\]

This is below one when \((\mathrm{Im}\,\lambda)^2>\mathrm{Re}\,\lambda\,(1-\mathrm{Re}\,\lambda)\), for instance for negative real \(\lambda\). In such a case a suitable damping, with \(\alpha\) near \(\alpha_{\rm best}\), speeds up the final approach at that energy.

In the example the largest \(|\lambda|\) on the grid is 0.61, at \(E=2.48\) eV, where the bound is 0.71. There \(\lambda=0.519+0.321i\), so \((\mathrm{Im}\,\lambda)^2=0.10\) lies below \(0.519\times0.481=0.25\), and damping slows the iteration. The formula gives \(\alpha_{\rm best}=0.481/(0.481^2+0.321^2)=1.4\), outside the range in which causality was proved.

The worst multipliers over 240 energies are 0.610, 0.709 and 0.829 for \(\alpha=1\), 0.7 and 0.4. To gain twelve decades one expects \(\ln10^{-12}/\ln0.610=56\) steps, and likewise 80 and 147. The counts needed to bring \(|\Phi-\Sigma|\) below \(10^{-12}\) eV at all these energies were 60, 85 and 155. The general bound is much weaker: with \(m_2=1.5\) eV² and \(v^2=1.44\) eV², \(q=(1.5/1.51)(1.44/1.45)=0.987\).

## What the sum rule does and does not check

By induction every iterate \(\Sigma_n(z)\) is analytic for \(\mathrm{Im}\,z>0\), since no denominator vanishes there. For \(\mathrm{Im}\,z\ge\eta\) it also stays within \(v^2/\eta\) of \(\bar\varepsilon\), so \(zF\to1\) at large \(|z|\). Close the line \(E+i\eta\) by a large arc above it. The closed integral is zero and the arc contributes \(i\pi\), so the line contributes \(-i\pi\):

\[
-\frac1\pi\int_{-\infty}^{\infty}\mathrm{Im}\,F(E+i\eta)\,dE=1 .
\]

The same holds for \(F_A\), \(F_B\) and a Bloch state, \(1/(z-\varepsilon_{\mathbf k}-\Sigma)\), all of which are analytic and tend to \(1/z\). No condition \(\langle t\rangle=0\) was used. Nor was \(\mathrm{Im}\,\Sigma<0\) needed in full: the argument holds as long as \(z-\Sigma\) stays in the upper half-plane, \(\mathrm{Im}\,\Sigma<\eta\). With \(\delta=1.8\) eV the second naive iterate reaches \(\mathrm{Im}\,\Sigma=+0.08\) eV and still has weight one. The rule therefore exposes only gross losses of analyticity; it does not replace a check of the sign of \(\mathrm{Im}\,\Sigma\), and it cannot show that the iteration has converged. After one undamped step the weight is already 1.00000000, while the largest \(|\langle t\rangle|\) on the grid is 4.7 eV. At convergence that residual is \(6\times10^{-13}\) eV.

The integral needs its tails: the density falls off only as \(1/E^2\), so a cut-off at energy \(E\) would lose weight of order \(\eta/E\). The map \(E=\bar\varepsilon+r\tan(\theta/2)\) covers the whole line, and \(N\) equally spaced midpoints in \(\theta\) are used. For a periodic integrand only Fourier harmonics that are multiples of \(N\) cause an error, and these decay exponentially with the distance to the nearest singularity. A feature at distance \(Y\) from \(\bar\varepsilon\) lies at least about \(\eta\,d\theta/dE=2r\eta/(r^2+Y^2)\) from the real \(\theta\) axis, so the error is of order

\[
\exp\!\left[-\frac{2N r\eta}{r^2+Y^2}\right].
\]

The state at \(\mathbf k=0\) has \(\varepsilon_{\mathbf k}=-6t=-3\) eV. Shifted by \(\mathrm{Re}\,\Sigma\), about 0.3 eV near the lower band edge, its peak lies roughly 3.3 eV below \(\bar\varepsilon\). With \(r=4\) eV and \(N=240\) the exponent is about \(-7\), an error of order \(10^{-3}\); the weight found is 0.99957. With \(N=720\) it is 1.00000000.

## The procedure at work

At each energy:

1. Start from \(\Sigma=\bar\varepsilon\).
2. Compute \(F=G_0(z-\Sigma)\), then \(C=1/F+\Sigma\), then \(\Phi\).
3. Stop if \(|\Phi-\Sigma|\) is below the tolerance; otherwise mix and repeat.
4. Check \(\mathrm{Im}\,\Sigma<0\) at every step, and \(|\langle t\rangle|\) and the weights at the end.

For the parameters above, \(\bar\varepsilon=0.6\) eV and \(\tilde\varepsilon=2.4\) eV. At \(E=1\) eV with \(\alpha=0.7\), the first iterate is \(0.180-0.297i\) eV. Undoing the mixing shows the proposed value:

\[
\Phi=0.6+\frac{(0.180-0.6)-0.297i}{0.7}=0.00-0.42i\ \text{eV}.
\]

The next iterates are \(0.016-0.341i\) and \(-0.039-0.342i\) eV, approaching \(-0.063-0.334i\) eV. The residual \(|\langle t\rangle|\) falls from 0.48 to 0.0025 eV in five steps.

The converged densities of states separate the two atoms. At \(E=0\) the density is 0.301 per eV on an A site and 0.034 on a B site. At 3 eV the values are 0.024 and 0.469, and their average is \(0.8\times0.024+0.2\times0.469=0.113\) per eV, most of it from the minority atoms. Between them, at 2 eV, the average is only 0.065 per eV.

Between 2 and 3 eV, \(\mathrm{Re}\,\Sigma\) changes from \(-0.60\) to \(1.68\) eV; \(|\mathrm{Im}\,\Sigma|\) is 0.65 eV at 2 eV and 1.67 eV at 3 eV. At the solution, \(C=z-\Delta\) gives \(\Sigma=\bar\varepsilon+v^2/(z-\Delta-\tilde\varepsilon)\). This is the pole at \(\tilde\varepsilon=2.4\) eV of the limit without hopping, shifted by \(\mathrm{Re}\,\Delta\) and broadened by \(\eta+|\mathrm{Im}\,\Delta|\). Because \(\Delta\) itself varies with energy, this describes the peak in \(|\mathrm{Im}\,\Sigma|\) only roughly; it is not a simple Lorentzian. If \(\Sigma\) were constant across a Bloch peak, the peak would have half-width \(\eta+|\mathrm{Im}\,\Sigma|\), which with the value at \(E=0\) is \(0.1+0.23=0.33\) eV. The slope of \(\mathrm{Re}\,\Sigma\) there, about \(-0.08\), divides this by about \(1+0.08\) and leaves about 0.30 eV. Near 3 eV \(\Sigma\) changes too fast for this simple picture.

## How far the CPA itself can be trusted

A converged, causal solution is still an approximation to the alloy. To find its first error, expand the true Green function about the converged medium \(\bar G\). Scattering sequences have the form \(\bar G\,t_i\bar G_{ij}t_j\bar G_{jk}t_k\cdots\bar G\), with consecutive sites different because repeated scattering on one site is already inside \(t_i\). On averaging, a site that occurs once gives \(\langle t_i\rangle=0\). The shortest surviving sequence is therefore \(i,j,i,j\).

At large \(z\), \(\langle t_i^2\rangle\to v^2\), \(\bar G_{00}\to1/z\), and \(\bar G_{ij}\to-t/z^2\) for neighbours. In the local Green function of site 0, the leading terms have \(i=0\) with \(j\) a neighbour, or the reverse. Each contains four neighbour factors and one \(1/z\), so for \(Z\) neighbours

\[
\delta G_{00}=\frac{2Z\,t^4v^4}{z^9}+O(z^{-10}).
\]

Longer sequences have at least four inner factors of order \(z^{-2}\) and two end factors of order \(z^{-1}\) or smaller, hence start at \(z^{-10}\). Since \(G_{00}=\sum_n\mu_n/z^{n+1}\), the CPA moments \(\mu_0\) to \(\mu_7\) of the density of states are exact for this model, and \(\mu_8\) is too small by \(2Zt^4v^4\).

A chain, \(Z=2\), allows a test by enumerating all configurations that affect these moments. The predicted deficit is \(4\times0.5^4\times1.44^2=0.518\) eV⁸, and the enumeration gives the same. Relative to the eighth moment, 2350 eV⁸, this is 0.02 per cent. Low moments are insensitive to fine structure, however, so this figure is not the error at a given energy.

That error was estimated for the cubic alloy from six random cells of 1000 sites at \(\eta=0.2\) eV. The largest deviation of the CPA density of states is 0.014 per eV, or 6 per cent of the peak value 0.239. The error is concentrated near 3 eV, in the band of the minority atoms, where the density is only about 0.09 per eV; relative to that local value it is about 15 per cent. For the virtual crystal, \(\Sigma=\bar\varepsilon\), it is 0.116 per eV, or 49 per cent. These differences include the finite size and sampling of the cells. At smaller \(\eta\), structure from particular clusters of atoms, which a single-site theory does not contain, would be less smoothed, and the agreement found here should not be carried over unchecked. The remaining values are in the numerical output.

## Calculated quantities

```
hopping 0.5 eV, levels A 0.0 eV, B 3.0 eV
B concentration 0.2, eta 0.1 eV
mean level 0.600 eV, swapped 2.400 eV
variance v^2 1.4400 eV^2, m2 1.5000 eV^2
G0 at (0.7+0.1j) eV: mesh 0.291394-0.846953j, time 0.291390-0.846952j 1/eV
global contraction bound q 0.98653
random pairs: largest contraction ratio 0.5999
iterates at E = 1 eV, alpha = 0.7: step, sigma (eV), |<t>| (eV)
  0 0.600000+0.000000j 4.83e-01
  1 0.179775-0.297192j 2.16e-01
  2 0.015712-0.341251j 7.64e-02
  3 -0.039265-0.341830j 2.49e-02
  4 -0.056388-0.338088j 7.94e-03
  5 -0.061435-0.335752j 2.52e-03
damping compared on 240 energies:
alpha, steps to 1e-12 eV, worst error multiplier, max Im sigma (eV)
  1.0   60 0.6102 -3.83e-07
  0.7   85 0.7086 -2.68e-07
  0.4  155 0.8292 -1.53e-07
largest |lambda| 0.6102 at E 2.476 eV
  lambda there 0.5189+0.3209j, its bound 0.7076
  multiplier, alpha 0.4: seen 0.8076+0.1284j, predicted 0.8076+0.1284j
largest |<t>| on the line: converged 5.9e-13 eV
  after first undamped step 4.713 eV
E (eV), sigma (eV), DOS average, A, B (1/eV per site)
  -2.0 0.2293-0.0717j 0.0814 0.0988 0.0119
  -1.0 0.1609-0.1288j 0.1971 0.2413 0.0203
   0.0 0.0920-0.2274j 0.2473 0.3007 0.0340
   1.0 -0.0633-0.3340j 0.1929 0.2300 0.0448
   2.0 -0.6003-0.6487j 0.0652 0.0661 0.0617
   3.0 1.6789-1.6696j 0.1128 0.0237 0.4690
   4.0 1.6400-0.5637j 0.0782 0.0149 0.3312
   5.0 1.2850-0.0436j 0.0055 0.0021 0.0189
spectral weights on 720 points, map scale 4.0 eV
  average site: 1.00000000
  A site: 1.00000000
  B site: 1.00000000
  Bloch state k=0: 1.00000000
  first iterate, unconverged: 1.00000000
  Bloch state on every third point: 0.99956690
direct iteration: max Im sigma after step 1 -4.28e-08 eV
  after step 2 0.735 eV, weight 0.3591
chain moment 7: CPA 709.17150, true 709.17150 eV^7
chain moment 8: CPA 2349.40304, true 2349.92144 eV^8
  deficit 0.51840, formula 0.51840 eV^8
random cells: 6 of 1000 sites, eta 0.2 eV
  peak DOS 0.2389 1/eV per site
  largest DOS error: CPA 0.0139, VCA 0.1164 1/eV
```
